\section*{Grain-boundary barriers from resistivity ratios: Lambert inversion and error amplification}

\section{What the ratio can depend on}

A positively charged grain-boundary core repels mobile positive vacancies and leaves a resistive layer on each side. Let $r$ be the mean resistivity of this layer divided by the bulk resistivity. In an abrupt depletion layer the space charge is constant, so the potential has one length scale, the layer width $\lambda$. An average over the layer, written in the scaled coordinate, contains no length. The one remaining dimensionless quantity is the barrier energy over the thermal energy:
\begin{equation}
r=R(u),\qquad u=\frac{ze\Phi}{kT}. \label{form}
\end{equation}
Here $ze>0$ is the carrier charge and $\Phi>0$ the barrier potential. Within this model, permittivity and doping set the width but are not needed to obtain $\Phi$ from $r$.

The large-barrier form of $R$ can be inverted with the lower real branch of the Lambert function. That inverse has an error amplification which diverges at $u=1$. The full layer average has no such divergence, so its own inversion is used for small barriers. When the barrier energy is near $kT$, however, the abrupt layer itself becomes inaccurate, as the last section shows.

\section{The layer average}

Take a planar boundary and frozen, uniformly distributed, singly charged acceptors of density $N_A$. Carrier charge is neglected inside the layer and carrier mobility keeps its bulk value. Let $y$ run from the layer edge, $y=0$, to the core, $y=\lambda$. In Gaussian units, with charge density $-eN_A$,
\begin{equation}
\frac{d^2\phi}{dy^2}=-\frac{4\pi(-eN_A)}{\varepsilon}=\frac{4\pi eN_A}{\varepsilon}.
\end{equation}
Potential and field vanish at the edge. Two integrations give $\phi=2\pi eN_Ay^2/\varepsilon$. Setting $\phi(\lambda)=\Phi$ and $s=y/\lambda$,
\begin{equation}
\phi=\Phi s^2,\qquad \lambda^2=\frac{\varepsilon\Phi}{2\pi eN_A}. \label{width}
\end{equation}

In equilibrium the dilute carrier density is $c=c_b e^{-ze\phi/kT}=c_be^{-us^2}$, where $c_b$ is the bulk value. At constant mobility the local resistivity is therefore $e^{us^2}$ times that of the bulk. For a small steady current the slabs are in series, and their resistances add:
\begin{equation}
R(u)=\int_0^1 e^{us^2}\,ds. \label{R}
\end{equation}
Put $t=\sqrt u\,s$ and use the Dawson function $D(a)=e^{-a^2}\int_0^a e^{t^2}dt$:
\begin{equation}
R(u)=\frac1{\sqrt u}\int_0^{\sqrt u}e^{t^2}dt=\frac{e^u}{\sqrt u}\,D(\sqrt u). \label{dawson}
\end{equation}

For large $u$ the resistance is concentrated near the core. Put $\tau=1-s^2$, so that $ds=-d\tau/(2\sqrt{1-\tau})$, and expand the slowly varying factor:
\begin{align}
R&=\frac{e^u}{2}\int_0^1\frac{e^{-u\tau}}{\sqrt{1-\tau}}\,d\tau
 \sim\frac{e^u}{2}\int_0^\infty e^{-u\tau}\Bigl(1+\frac{\tau}{2}+\frac{3\tau^2}{8}+\dots\Bigr)d\tau\nonumber\\
&=\frac{e^u}{2u}\Bigl(1+\frac1{2u}+\frac3{4u^2}+\dots\Bigr). \label{large}
\end{align}
The last line uses $\int_0^\infty\tau^ne^{-u\tau}d\tau=n!/u^{n+1}$.

\section{Lambert inversion}

Keep the leading term of (\ref{large}) and call its solution $u_W$. From $r=e^{u_W}/(2u_W)$,
\begin{equation}
(-u_W)e^{-u_W}=-\frac1{2r}\quad\Longrightarrow\quad u_W=-W_{-1}\!\left(-\frac1{2r}\right), \label{W}
\end{equation}
because $W$ solves $We^W=x$. The function $e^u/(2u)$ has its minimum $e/2$ at $u=1$, so a real solution needs $r\ge e/2=1.359$. Above this value there are two solutions. The one from $W_0$ has $u\le1$ and falls to zero as $r$ grows, which contradicts the large-$u$ assumption. The branch $W_{-1}$ has $u\ge1$ and grows with $r$.

To compute it, take the logarithm of $2r=e^{u_W}/u_W$ and set $v=u_W-1$, $\xi=\ln(2r)-1\ge0$:
\begin{equation}
g(v)=v-\ln(1+v)-\xi=0,\qquad g'=\frac{v}{1+v},\qquad g''=\frac1{(1+v)^2}. \label{g}
\end{equation}
Newton's step is
\begin{equation}
v_{n+1}=v_n-\frac{[v_n-\ln(1+v_n)-\xi](1+v_n)}{v_n}. \label{newton}
\end{equation}
A safe start is $v_0=q+q^2/2$ with $q=\sqrt{2\xi}$. Since $\xi=q^2/2$,
\begin{equation}
g(v_0)=q-\ln\Bigl(1+q+\frac{q^2}{2}\Bigr)>0\qquad(q>0),
\end{equation}
because $e^q>1+q+q^2/2$. As $g$ increases for $v>0$, $v_0$ lies above the root $v_*$. Convexity puts the graph above its tangent, so
\begin{equation}
0=g(v_*)\ge g(v_n)+g'(v_n)(v_*-v_n),
\end{equation}
which rearranges to $v_{n+1}\ge v_*$. Also $v_{n+1}<v_n$ while $g(v_n)>0$. In exact arithmetic the iterates thus fall monotonically to the root, without damping or bracketing.

\section{Inversion of the full average}

Differentiate (\ref{R}) and integrate by parts, using $se^{us^2}=d(e^{us^2})/ds/(2u)$:
\begin{equation}
R'=\int_0^1s^2e^{us^2}ds=\left[\frac{se^{us^2}}{2u}\right]_0^1-\frac1{2u}\int_0^1e^{us^2}ds=\frac{e^u-R}{2u}.
\end{equation}
The logarithmic slope is
\begin{equation}
m(u)=\frac{d\ln R}{du}=\frac1{2u}\left(\frac{e^u}{R}-1\right)
=\frac1{2u}\left(\frac{\sqrt u}{D(\sqrt u)}-1\right). \label{m}
\end{equation}
It is the mean of $s^2$ with normalized weight $e^{us^2}/R$. Its derivative is the variance of $s^2$ under that weight, which is positive. Hence $m$ rises from $\int_0^1s^2ds=1/3$ at $u=0$ towards 1, and
\begin{equation}
1<\frac{du}{d\ln r}=\frac1m<3\qquad(u>0). \label{bound}
\end{equation}

Newton's method for $\ln R(u)=\ln r$ starts from Jensen's inequality, $\ln R\ge u/3$. The root $u_*$ therefore obeys $u_*\le u_0=3\ln r$. Since $\ln R$ is convex, the iterates again descend monotonically. Let $d_n=u_n-u_*$, and let $\bar m$ be the mean slope between $u_*$ and $u_n$. Then
\begin{equation}
d_{n+1}=d_n\left(1-\frac{\bar m}{m(u_n)}\right)\le\frac23d_n,
\end{equation}
because $\bar m\ge1/3$ and $m(u_n)<1$. This is a global guarantee; close to the root convergence is quadratic.

For small $u$, $R=1+u/3+u^2/10+\dots$. With $\ell=\ln r$,
\begin{equation}
\ell=\frac u3+\left(\frac1{10}-\frac1{18}\right)u^2+\dots
=\frac u3+\frac{2u^2}{45}+\dots,
\qquad u=3\ell-\frac65\ell^2+O(\ell^3). \label{small}
\end{equation}
The series avoids the cancellation in (\ref{m}) near $r=1$.

\begin{verbatim}
function BARRIER_LAMBERT(r, tol):
    xi = log(2*r) - 1
    if xi < 0: report "no real root"
    if xi = 0: return 1
    v = sqrt(2*xi) + xi
    repeat, with an iteration limit:
        step = (v - log1p(v) - xi)*(1 + v)/v
        v = v - step
    until abs(step) < tol*(1 + v)
    return 1 + v

function BARRIER_LAYER(r, tol):
    if r < 1: report "not a depletion layer"
    l = log(r)
    if l < 1e-5: return 3*l - 6*l*l/5
    u = 3*l
    repeat, with an iteration limit:
        a = sqrt(u);  d = Dawson(a)
        m = (a/d - 1)/(2*u)
        step = (u + log(d/a) - l)/m
        u = u - step
    until abs(step) < tol*(1 + u)
    return u
\end{verbatim}

Storage is constant. A Lambert update costs one logarithm; a full-layer update costs one square root, one Dawson function and one logarithm. Working with $\ln R$ avoids overflow of $e^u$. Near $r=e/2$ the subtraction in $\xi$ limits precision: an absolute rounding error $\eta$ in $\xi$ moves $u_W$ by $\eta(1+v)/v$ while $\eta\ll\xi$, and by about $\sqrt{2\eta}$ at the branch point.

For seven ratios from $1.3592$ to $10^{20}$, a test against an independent evaluation of $W_{-1}$ gave relative differences below $10^{-10}$.

\section{Error amplification and bias}

For the Lambert form $\ln r=u_W-\ln u_W-\ln2$, and differentiation gives
\begin{equation}
\frac{du_W}{d\ln r}=\frac{u_W}{u_W-1},\qquad
\frac{\delta u_W}{u_W}=\frac1{u_W-1}\frac{\delta r}{r}. \label{amp}
\end{equation}
The relative amplification equals one at $u_W=2$, where $r=e^2/4=1.85$. At fixed temperature the relative error of $\Phi$ equals that of $u$.

Close to the branch point (\ref{g}) reads $v^2/2-v^3/3+\dots=\xi$. Substituting $v=q+\alpha q^2+\dots$ with $q^2=2\xi$ gives, at order $q^3$, $\alpha-1/3=0$. Thus
\begin{equation}
u_W=1+\sqrt{2\xi}+\frac{2\xi}{3}+O(\xi^{3/2}).
\end{equation}
An error $\delta$ in $\ln r$ changes $\xi$ by $\delta$. Linear propagation needs $|\delta|\ll\xi$ here, since it expands $\sqrt{2(\xi+\delta)}$ in $\delta/\xi$. A relative downward error in $r$ larger than $1-e/(2r)$ removes the real root.

The full average behaves differently. By (\ref{bound}) the absolute error of $u$ stays below three times the absolute error of $\ln r$. The relative error of a small barrier still grows: $u\simeq3(r-1)$ gives $\delta u/u\simeq\delta r/(r-1)$. A vanishing barrier has a vanishing signal, but the inverse has no singularity at $u=1$.

The Lambert form also has a systematic error. If $r$ is produced by the full layer, then $u_W>u$ throughout the Lambert domain. For $u<1$ this follows from $u_W\ge1$. For $u\ge1$ put $a=\sqrt u$ and define
\begin{equation}
G(a)=\int_0^ae^{t^2}dt-\frac{e^{a^2}}{2a}=a\left[R-\frac{e^u}{2u}\right],\qquad
G'(a)=\frac{e^{a^2}}{2a^2}>0.
\end{equation}
At $a=1$ the integral exceeds $1+1/3+1/10=1.43$, which is larger than $e/2$. So $G>0$ for $a\ge1$: the leading form gives too small a resistance at given $u$, and a larger $u_W$ is needed to reproduce $r$.

To find the size, insert (\ref{large}) into $u_W-\ln u_W=\ln(2r)$. With $b=u_W-u$,
\begin{equation}
\left(1-\frac1u\right)b\simeq\ln\left(1+\frac1{2u}+\frac3{4u^2}\right)
\simeq\frac1{2u}+\frac5{8u^2},
\end{equation}
and multiplication by $1+1/u+\dots$ gives
\begin{equation}
b=\frac1{2u}+\frac9{8u^2}+O(u^{-3}). \label{bias}
\end{equation}
In a scan from $r=e/2$ to $10^6$ the largest bias was $0.49$, near $r=1.75$. Selected values are:
\begin{center}
\begin{tabular}{rcccc}
$r$ & $u_W$ & $u$ & $du_W/d\ln r$ & $du/d\ln r$\\
1.4 & 1.264 & 0.897 & 4.79 & 2.39\\
2 & 2.153 & 1.675 & 1.87 & 2.01\\
20 & 5.370 & 5.198 & 1.23 & 1.29\\
1000 & 9.893 & 9.826 & 1.11 & 1.12
\end{tabular}
\end{center}
At $r=2$ the Lambert form has the smaller amplification and still the larger systematic error. A narrow propagated interval is no evidence of accuracy.

\section{A strong and a weak boundary}

Consider rough parameters for lightly acceptor-doped ceria at 600 K: $z=2$, $\varepsilon=26$, $N_A=5\times10^{19}\,\mathrm{cm^{-3}}$ and a grain size of 1000 nm. The thermal voltage is $kT/(ze)=25.85$ mV. The two ratios are chosen values, each with a 5\% error.

For $r=1000$, $\xi=\ln2000-1=6.601$. The start is $u_0=1+\sqrt{13.202}+6.601=11.234$, and the first step gives
\begin{equation}
u_1=11.234-\frac{(10.234-2.419-6.601)\times11.234}{10.234}=9.901.
\end{equation}
The next update gives $9.893$, the converged value to these digits. The Lambert barrier is $9.893\times25.85\,\mathrm{mV}=0.256$ V; the full average gives $0.254$ V. The bias in $u$ is $0.067$, of which the two terms of (\ref{bias}) supply $0.063$. The 5\% error in $r$ puts the full-layer $u$ between $9.77$ and $9.88$, about $\pm1.5$ mV in $\Phi$. A strong barrier is insensitive because $r$ is nearly exponential in it.

For $r=1.4$ the results are $u_W=1.264$ and $u=0.897$, or 33 mV and 23 mV. Here $\xi=0.030$, smaller than $\ln1.05=0.049$, so linear propagation fails. The upper limit of $r$ gives $u_W=1.45$; the lower limit has no real root, since a downward error of 2.9\% already removes it. The full average can still be inverted and gives $0.77$ to $1.01$. This range reflects only the error in $r$; the larger error of the abrupt layer at this barrier is estimated in the next section.

The definition of $r$ matters as well. An excess resistance, measured after subtracting a bulk term that includes the layer length, yields $r-1$. One must then add 1 before inversion. If the quoted $1.4$ were such an excess ratio, $u$ would be $2.03$ instead of $0.90$; for 1000 the change is $0.001$. A ratio of impedance time constants is not an excess ratio. With bulk resistivity $\rho_b$, a uniform slab of width $\lambda$, resistivity $r\rho_b$ and the bulk permittivity has resistance $r\rho_b\lambda$ and capacitance $\varepsilon/(4\pi\lambda)$ per unit area. Their product is $r$ times the bulk time constant $\varepsilon\rho_b/(4\pi)$, so the ratio estimates $r$ itself, tends to 1 as the barrier vanishes, and needs no added 1. The depleted layer is not uniform, so the estimate is approximate. With the carriers kept in the charge (next section) the capacitive width at large $u$ is $L\sqrt{2(u-1)}$ instead of $L\sqrt{2u}$, which puts the time-constant ratio of the strong boundary about 6\% above $r$. For the weak boundary the two arcs overlap.

\section{When the layer itself fails}

To size the neglected charge, let $\psi=ze\phi/kT$ and write the charge density as $-eN_AQ(\psi)$. Poisson's equation becomes
\begin{equation}
L^2\psi''=Q(\psi),\qquad L^2=\frac{\varepsilon kT}{4\pi ze^2N_A}.
\end{equation}
Multiply by $\psi'$ and integrate from the neutral bulk, where $\psi=\psi'=0$. With $F=\int_0^\psi Q\,d\psi$,
\begin{equation}
\frac{L^2\psi'^2}{2}=F(\psi),\qquad
X=\int(e^\psi-1)\,dx=L\int_0^u\frac{e^\psi-1}{\sqrt{2F(\psi)}}\,d\psi. \label{excess}
\end{equation}
$X$ is the bulk length whose resistance equals the excess on one side. For the abrupt layer (\ref{width}) gives $\lambda=L\sqrt{2u}$, hence $X=L\sqrt{2u}(r-1)$. The comparison holds this $X$ fixed, together with $T$, $\varepsilon$ and $N_A$.

Three charge laws are used.
\begin{itemize}
\item Carriers kept in the charge: bulk neutrality $zc_b=N_A$ gives $Q=1-e^{-\psi}$.
\item Complete vacancy--acceptor pairing in the bulk, for $z=2$: neutrality with very few free vacancies requires equal densities of free acceptors (charge $-e$) and immobile pairs (charge $+e$). The total acceptor density, free plus paired, stays $N_A$. Mass action makes the ratio of pairs to free acceptors $e^{-\psi}$ in the layer, so $Q=(1-e^{-\psi})/(1+e^{-\psi})=\tanh(\psi/2)$.
\item Acceptors in equilibrium at 600 K, for $z=2$: their density is $N_Ae^{\psi/2}$ and $Q=e^{\psi/2}-e^{-\psi}$.
\end{itemize}

In this order, the strong boundary has barriers of $0.252$, $0.252$ and $0.303$ V, against $0.254$ V for the abrupt layer. The third value follows from $F\simeq2e^{\psi/2}$ at large $\psi$, for which $X/L\simeq\frac23e^{3u/4}$. It would need an acceptor site fraction of $0.69$ at the interface, against $0.002$ in the bulk. Dilute statistics cannot hold there, so this figure shows sensitivity to the dopant profile and is not a bound.

The weak boundary has $L=0.86$ nm and $X=0.46$ nm, so $X/L=0.54$. The three laws give 12, 9 and 14 mV instead of 23 mV. To leading order $F=Q'(0)\psi^2/2$ and $X/L=u/\sqrt{Q'(0)}$, with $Q'(0)=1$, $1/2$ and $3/2$. This predicts $u=0.54$, $0.38$ and $0.66$; the full integrals give $0.457$, $0.346$ and $0.555$. The abrupt layer has $Q=1$ and $F=\psi$. Up to their own barriers, $\psi\le0.555$, all three laws have $Q<1$ (the third reaches 1 only at $\psi=0.76$), hence $F<\psi$, and the integrand of (\ref{excess}) is larger at every $\psi$. A smaller barrier then suffices for the same $X$, so the abrupt layer overestimates it. Replacing the abrupt layer by one of these laws lowers the barrier by 9 to 14 mV, well beyond the roughly $\pm3$ mV that the 5\% error in $r$ produces in the abrupt layer. The spread among the three laws, about 5 mV, is comparable with the full width of that error.

With one boundary per grain, the excess resistance relative to the bulk is $2X/(1000\,\mathrm{nm})$. For the strong boundary $X=3817$ nm and the ratio is $7.6$. For the weak one it is $9\times10^{-4}$, so a total-resistance measurement would have to resolve less than 0.1\% of the bulk. A ratio of $1.4$ known to 5\% is a severe demand at this grain size.

Set beside real ceria, a barrier of a few tenths of a volt is a plausible size for a lightly doped, blocking boundary. The doping here is 0.2\%. At 10\% and the same barrier, (\ref{width}) would shrink the strong layer from 3.8 nm to about 0.5 nm, one lattice parameter, and neither dilute statistics nor a continuum depletion layer could be trusted. Real boundaries can break the uniform-dopant assumption, since acceptors may segregate during high-temperature processing and then freeze. The 19\% shift of the strong barrier under the equilibrium law does not measure this effect: it belongs to acceptors that still follow the potential at 600 K, not to a frozen profile. The smooth potential is also approximate: the mean acceptor spacing is 2.7 nm, against widths of 3.8 nm and 1.2 nm. If the mobility in the whole layer were halved, $r$ would double at given $\Phi$, and ignoring this would raise the inferred strong barrier by about $1.12\ln2\times25.85\,\mathrm{mV}=20$ mV.

Electrons set a further limit in a mixed conductor. The core attracts them, and the local ratio of electronic to ionic conductivity grows by $e^{u/z}e^u=e^{3u/2}$ if mobilities are unchanged. With the abrupt-layer barriers, a bulk ratio of $4\times10^{-9}$ already gives 1\% at the interface in the strong case, against $2.6\times10^{-3}$ in the weak one. The barriers from the three charge laws put these thresholds between $2\times10^{-10}$ and $5\times10^{-9}$, and between $4\times10^{-3}$ and $6\times10^{-3}$. These thresholds are cautious, because a local ratio at the interface plane is not the share of current that bypasses the layer. If the ionic and electronic currents are separately conserved across the abrupt layer, the ratio of its electronic to its ionic conductance is the bulk ratio times $r/\int_0^1e^{-us^2/2}ds$, which reaches 1\% at a bulk ratio of $4\times10^{-6}$ in the strong case and $6\times10^{-3}$ in the weak one. Near or above these values the electronic path must be examined before $r$ is assigned to ions alone. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
T = 600 K, z = 2, eps = 26, N = 5.0e+19 cm^-3
kT = 0.05170 eV, kT/(ze) = 25.85 mV, e^2 = 1.4400 eV nm
screening length L = 0.862 nm
mean acceptor spacing N^(-1/3) = 2.71 nm
acceptor site fraction = 0.00197 (lattice 0.54 nm)
branch ratio e/2 = 1.35914
ratio for u_W = 2 (relative amplification 1) = 1.8473
largest bias u_W - u = 0.490 at r = 1.75
r, u_W, u_layer, du_W/dln r, du_layer/dln r:
      1.4   1.2635   0.8968   4.795   2.388
      2.0   2.1533   1.6748   1.867   2.007
      5.0   3.5772   3.2652   1.388   1.541
     20.0   5.3696   5.1982   1.229   1.292
    100.0   7.2840   7.1788   1.159   1.185
   1000.0   9.8927   9.8256   1.112   1.123
r = 1.1: no real u_W; u_layer = 0.2756, du/dln r = 2.790
strong boundary, r = 1000, error in r = 5 %
  Newton u: 11.234331, 9.901212, 9.892700, 9.892700, 9.892700
  Phi_W = 0.2557 V, Phi_layer = 0.2540 V
  relative amplification: W 0.112, layer 0.114
  u_W range: 9.8356 to 9.9470
  u_layer range: 9.7680 to 9.8804
  downward error that removes the root = 99.86 %
  if r was the excess ratio: u_layer = 9.8267
  width = 3.821 nm, width/L = 4.43, 2 width/grain = 0.0076
  interface field = 1.330 MV/cm, core charge = 6.12 uC/cm2
  excess length per side = 3817 nm
  carriers kept in charge: u = 9.759, Phi = 0.2523 V
  complete pairing in bulk: u = 9.730, Phi = 0.2515 V
  acceptors in equilibrium: u = 11.727, Phi = 0.3032 V
    acceptor site fraction needed at interface = 0.6929
  bulk electronic share for 1 % at interface = 3.97e-09
weak boundary, r = 1.4, error in r = 5 %
  Newton u: 1.273010, 1.263654, 1.263524, 1.263524, 1.263524
  Phi_W = 0.0327 V, Phi_layer = 0.0232 V
  relative amplification: W 3.795, layer 2.663
  u_W range: no real root to 1.4499
  u_layer range: 0.7724 to 1.0117
  downward error that removes the root = 2.92 %
  if r was the excess ratio: u_layer = 2.0280
  width = 1.154 nm, width/L = 1.34, 2 width/grain = 0.0023
  interface field = 0.402 MV/cm, core charge = 1.85 uC/cm2
  excess length per side = 0.4617 nm
  carriers kept in charge: u = 0.457, Phi = 0.0118 V
  complete pairing in bulk: u = 0.346, Phi = 0.0089 V
  acceptors in equilibrium: u = 0.555, Phi = 0.0143 V
    acceptor site fraction needed at interface = 0.0026
  bulk electronic share for 1 % at interface = 2.61e-03
\end{verbatim}
